# Deser–Trueman shifts of hadronic-atom s levels: a numerical check

```python
"""Deser-Trueman shift of hadronic-atom s levels against Klein-Gordon integration.

Result under test, for a short-range complex potential U (hbar = c = 1):
  dE = 2 a_c/(mu B^3 n^3) * [1 + (2 a_c/B) (psi(n) - ln n - 1/n)]
mu: reduced mass, g = Z alpha, B = 1/(mu g): Bohr radius, psi: digamma function,
a: scattering length without Coulomb force (u -> r - a at zero energy),
a_c: Coulomb-modified scattering length, dE = shift - i width/2.
Radial equation: u'' + [(E + g/r)^2 - mu^2 - 2 mu U] u = 0.
Lengths are in fm; energies inside the program are in 1/fm.
"""
import cmath
import math
import mpmath
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import digamma, j0, j1, y0, y1

HBARC = sc.hbar * sc.c / sc.e * 1e9      # MeV fm
MU_MEV = 300.0
MU = MU_MEV / HBARC
G = sc.alpha                             # Z = 1
GAMMA = float(np.euler_gamma)
R_START, R_MATCH = 1e-5, 12.0
EV = HBARC * 1e6                         # 1/fm to eV


def strong(r, depth, b):
    """2 mu U(r) in 1/fm^2 for U = -depth exp(-r^2/b^2), depth in MeV."""
    return -2 * MU * depth / HBARC * math.exp(-(r / b) ** 2)


def propagate(q, r1, r2, d1):
    """Carry d = r u'/u from r1 to r2 for u'' = q u, using u = sqrt(r) w, x = ln r."""
    def rhs(x, y):
        r = math.exp(x)
        return [y[1], (0.25 + r * r * q(r)) * y[0]]
    sol = solve_ivp(rhs, (math.log(r1), math.log(r2)),
                    np.array([1.0, d1 - 0.5], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    w, wx = sol.y[:, -1]
    return wx / w + 0.5


def mismatch(eps, n, depth, b, g, relativistic):
    """Difference of the inverse logarithmic derivatives; eps = E - mu."""
    if relativistic:
        k2, lin, sq = eps * (2 * MU + eps), 2 * (MU + eps) * g, g * g
    else:
        k2, lin, sq = 2 * MU * eps, 2 * MU * g, 0.0

    def q(r):
        return strong(r, depth, b) - k2 - lin / r - sq / r ** 2
    s = 0.5 + math.sqrt(0.25 - sq)
    d_out = propagate(q, R_START, R_MATCH, s - lin * R_START / (2 * s))
    kappa = cmath.sqrt(-k2)
    r_far = 30 * n / (MU * g)
    d_in = propagate(q, r_far, R_MATCH, -kappa * r_far + lin / (2 * kappa))
    return 1 / d_out - 1 / d_in


def secant(func, x0, x1, tol):
    f0, f1 = func(x0), func(x1)
    for _ in range(30):
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        if abs(x2 - x1) < tol * abs(x2):
            return x2
        x0, f0, x1 = x1, f1, x2
        f1 = func(x1)
    raise RuntimeError("secant search did not converge")


def level(n, depth, b, g, relativistic, guess):
    return secant(lambda e: mismatch(e, n, depth, b, g, relativistic),
                  complex(guess), complex(guess) * (1 + 1e-4), 1e-10)


def free_wave(depth, b):
    """Zero-energy wave without Coulomb force: a, two integrals for a, and L."""
    def rhs(x, y):
        r = math.exp(x)
        v = strong(r, depth, b)
        u, p = y[0], y[1]
        return [p, p + r * r * v * u, u * u, r * r * v * u,
                r * complex(v).imag * abs(u) ** 2]
    sol = solve_ivp(rhs, (math.log(R_START), math.log(R_MATCH)),
                    np.array([1, 1, 0, 0, 0], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    u, p, i_log, i_a, i_abs = sol.y[:, -1]
    slope = p / R_MATCH
    a = R_MATCH - u / slope
    log_length = -(i_log / (slope * a) ** 2 - math.log(R_MATCH)
                   + 2 * R_MATCH / a - R_MATCH ** 2 / (2 * a * a))
    return a, i_a / slope, i_abs.real / abs(slope) ** 2, log_length


def coulomb_length(depth, b, g):
    """a_c from matching the zero-energy wave to F - a_c G."""
    bohr = 1 / (MU * g)
    d = propagate(lambda r: strong(r, depth, b) - 2 / (bohr * r),
                  R_START, R_MATCH, 1 - R_START / bohr)
    x = math.sqrt(8 * R_MATCH / bohr)
    f, rdf = bohr * x / 4 * j1(x), bohr * x * x / 8 * j0(x)
    h, rdh = -math.pi * x / 2 * y1(x), -math.pi * x * x / 4 * y0(x)
    return (rdf - d * f) / (rdh - d * h)


def deser(a, n, g):
    return 2 * a * MU ** 2 * g ** 3 / n ** 3


def trueman(a_c, n, g):
    bracket = digamma(n) - math.log(n) - 1 / n
    return deser(a_c, n, g) * (1 + 2 * a_c * MU * g * bracket)


def coulomb_kg(n, g):
    big_n = n - 0.5 + math.sqrt(0.25 - g * g)
    return MU * (1 / math.sqrt(1 + (g / big_n) ** 2) - 1)


def show(label, z, unit, digits=4):
    z = complex(z)
    print(f"{label}: {z.real:.{digits}f} {z.imag:+.{digits}f}i {unit}")


BOHR = 1 / (MU * G)
DEPTH, RANGE = 50 + 40j, 1.0

# Scattering lengths and the two Wronskian identities.
a, a_integral, im_a_integral, log_len = free_wave(DEPTH, RANGE)
assert abs(a_integral / a - 1) < 1e-7
assert abs(im_a_integral / a.imag - 1) < 1e-7 and a.imag < 0
a_c = coulomb_length(DEPTH, RANGE, G)
a_c_formula = 1 / (1 / a + 2 / BOHR * (math.log(BOHR / 2) - log_len - 2 * GAMMA))
assert abs(a_c_formula / a_c - 1) < 2e-3      # neglected: second order in 1/B
assert abs(a / a_c - 1) > 5 * abs(a_c_formula / a_c - 1)

# Small-distance form of the decaying Coulomb wave, at a complex nu.
nu_test, t = 1.03 - 0.02j, 1e-4               # t = r/B
w_exact = complex(mpmath.whitw(nu_test, 0.5, 2 * t / nu_test)
                  * mpmath.gamma(1 - nu_test))
w_term = -2 * t * (cmath.log(2 * t / nu_test) + digamma(1 - nu_test)
                   + 2 * GAMMA - 1 + 1 / (2 * nu_test))
assert abs((w_exact - 1) / w_term - 1) < 1e-3

# Nonrelativistic levels at two Coulomb strengths: condition and remainders.
nr_shift, deser_rest, trueman_rest = [], [], []
condition_error = None
for g in (G, G / 2):
    ac_g = coulomb_length(DEPTH, RANGE, g)
    e_ref = -MU * g * g / 2
    e_nr = level(1, DEPTH, RANGE, g, False, e_ref + deser(a, 1, g))
    shift = e_nr - e_ref
    nr_shift.append(shift)
    deser_rest.append(abs(deser(ac_g, 1, g) / shift - 1))
    trueman_rest.append(abs(trueman(ac_g, 1, g) / shift - 1))
    if condition_error is None:
        nu = MU * g / cmath.sqrt(-2 * MU * e_nr)
        rhs_value = 2 * MU * g * (digamma(1 - nu) - cmath.log(nu) + 1 / (2 * nu))
        condition_error = abs(rhs_value * ac_g - 1)
        nu_1s = nu
assert condition_error < 3e-4                 # effective-range term, about (b/B)^2
deser_ratio = deser_rest[0] / deser_rest[1]
trueman_ratio = trueman_rest[0] / trueman_rest[1]
assert 1.8 < deser_ratio < 2.2                # first-order remainder
assert 3.2 < trueman_ratio < 4.8              # second-order remainder

print(f"reduced mass: {MU_MEV:.1f} MeV")
print(f"potential depth, real and absorptive: {DEPTH.real:.1f}, {DEPTH.imag:.1f} MeV")
print(f"potential range b: {RANGE:.2f} fm")
print(f"Bohr radius B: {BOHR:.4f} fm")
show("hadronic scattering length a", a, "fm", 5)
show("Coulomb-modified length a_c, matched", a_c, "fm", 5)
show("a_c from a and the interior integral", a_c_formula, "fm", 5)
show("L, the interior logarithm (fm as length unit)", log_len, "")
show("effective quantum number nu of 1s, nonrelativistic", nu_1s, "", 6)
print(f"relative error of quantum condition: {condition_error:.2e}")
print(f"Deser remainder with a_c, full and half Coulomb strength: "
      f"{deser_rest[0]:.3e}, {deser_rest[1]:.3e}; ratio {deser_ratio:.3f}")
print(f"Trueman remainder, full and half Coulomb strength: "
      f"{trueman_rest[0]:.3e}, {trueman_rest[1]:.3e}; ratio {trueman_ratio:.3f}")

# Klein-Gordon levels, with and without the optical potential.
kg_shift = {}
for n in (1, 2):
    e_ref = coulomb_kg(n, G)
    e_zero = level(n, 0.0, RANGE, G, True, -MU * G * G / (2 * n * n))
    assert abs(e_zero / e_ref - 1) < 1e-8
    e_kg = level(n, DEPTH, RANGE, G, True, e_ref + deser(a, n, G))
    kg_shift[n] = e_kg - e_ref
    d_a, d_ac, tr = deser(a, n, G), deser(a_c, n, G), trueman(a_c, n, G)
    bracket = (math.log(BOHR / 2) - log_len - 2 * GAMMA
               + math.log(n) + 1 / n - digamma(n))
    from_a = d_a * (1 - 2 * a / BOHR * bracket)
    errors = [abs(z / kg_shift[n] - 1) for z in (d_a, from_a, d_ac, tr)]
    assert errors[3] < 1.5e-3                 # (Z alpha)^2 log and (a/B)^2 remain
    assert errors[1] < 6e-3 and errors[0] > 3 * errors[1]
    assert errors[2] > 3 * errors[3]
    print(f"{n}s Coulomb binding, Klein-Gordon: {-e_ref * EV / 1000:.6f} keV")
    show(f"{n}s complex shift, Klein-Gordon integration", kg_shift[n] * EV, "eV", 3)
    print(f"{n}s width, Klein-Gordon integration: {-2 * kg_shift[n].imag * EV:.3f} eV")
    show(f"{n}s Deser with a", d_a * EV, "eV", 3)
    show(f"{n}s second order written with a", from_a * EV, "eV", 3)
    show(f"{n}s Deser with a_c", d_ac * EV, "eV", 3)
    show(f"{n}s Deser-Trueman with a_c", tr * EV, "eV", 3)
    print(f"{n}s width, Deser-Trueman: {-2 * tr.imag * EV:.3f} eV")
    print(f"{n}s relative errors in the order of the four formulas: "
          + ", ".join(f"{err:.2e}" for err in errors))

# Size of the relativistic change of the 1s shift.
kg_change = kg_shift[1] / nr_shift[0] - 1
kg_estimate = G ** 2 * (2 * math.log(BOHR / (2 * RANGE)) + 4 - 2 * GAMMA)
assert abs(kg_change / kg_estimate - 1) < 0.3  # distortion of the wave is neglected
show("1s shift, Schroedinger integration", nr_shift[0] * EV, "eV", 3)
show("relative Klein-Gordon change of 1s shift", kg_change * 1e4, "x 1e-4", 3)
print(f"estimate of this change: {kg_estimate * 1e4:.3f} x 1e-4")

# First-order perturbation theory in U, from the Coulomb 1s density by quadrature.
nodes, weights = np.polynomial.legendre.leggauss(120)
r_q, w_q = 4 * RANGE * (nodes + 1), 4 * RANGE * weights
u_1s = 2 * BOHR ** -1.5 * r_q * np.exp(-r_q / BOHR)
first_order = np.sum(w_q * u_1s ** 2 * np.exp(-(r_q / RANGE) ** 2)) * (-DEPTH / HBARC)
pt_error = abs(first_order / kg_shift[1] - 1)
assert pt_error > 0.1
show("1s first-order perturbation theory in U", first_order * EV, "eV", 3)
print(f"its relative error: {pt_error:.3f}")

# Another range, with the depth tuned to the same hadronic scattering length.
RANGE2 = 1.5
start = DEPTH * (RANGE / RANGE2) ** 3
depth2 = secant(lambda d: free_wave(d, RANGE2)[0] - a, start, 1.05 * start, 1e-9)
a2, _, _, log_len2 = free_wave(depth2, RANGE2)
assert abs(a2 / a - 1) < 1e-7
shift2 = level(1, depth2, RANGE2, G, True,
               coulomb_kg(1, G) + deser(a, 1, G)) - coulomb_kg(1, G)
shift_change = shift2 / kg_shift[1] - 1
predicted_change = 2 * a / BOHR * (log_len2 - log_len)
volume_change = depth2 * RANGE2 ** 3 / (DEPTH * RANGE ** 3) - 1
assert abs(shift_change) < 0.03
assert abs(volume_change) > 3 * abs(shift_change)
assert abs(shift_change / predicted_change - 1) < 0.25   # next order in 1/B
print(f"second potential, range: {RANGE2:.2f} fm")
show("second potential, depth for the same a", depth2, "MeV", 3)
show("second potential, 1s shift by Klein-Gordon", shift2 * EV, "eV", 3)
print(f"relative change of volume integral, modulus: {abs(volume_change):.4f}")
show("relative change of 1s shift", shift_change, "", 5)
show("change predicted from L", predicted_change, "", 5)

print("no test failed")
```

Output:

```
reduced mass: 300.0 MeV
potential depth, real and absorptive: 50.0, 40.0 MeV
potential range b: 1.00 fm
Bohr radius B: 90.1363 fm
hadronic scattering length a: -0.32339 -0.47557i fm
Coulomb-modified length a_c, matched: -0.30650 -0.48418i fm
a_c from a and the interior integral: -0.30652 -0.48450i fm
L, the interior logarithm (fm as length unit): 0.6155 -1.6287i 
effective quantum number nu of 1s, nonrelativistic: 0.993198 -0.010755i 
relative error of quantum condition: 1.03e-04
Deser remainder with a_c, full and half Coulomb strength: 1.986e-02, 1.002e-02; ratio 1.982
Trueman remainder, full and half Coulomb strength: 1.850e-04, 4.508e-05; ratio 4.104
1s Coulomb binding, Klein-Gordon: 7.988235 keV
1s complex shift, Klein-Gordon integration: -106.987 -175.445i eV
1s width, Klein-Gordon integration: 350.889 eV
1s Deser with a: -114.632 -168.576i eV
1s second order written with a: -107.235 -175.765i eV
1s Deser with a_c: -108.646 -171.630i eV
1s Deser-Trueman with a_c: -106.903 -175.312i eV
1s width, Deser-Trueman: 350.624 eV
1s relative errors in the order of the four formulas: 5.00e-02, 1.97e-03, 2.02e-02, 7.64e-04
2s Coulomb binding, Klein-Gordon: 1.997012 keV
2s complex shift, Klein-Gordon integration: -13.492 -21.692i eV
2s width, Klein-Gordon integration: 43.383 eV
2s Deser with a: -14.329 -21.072i eV
2s second order written with a: -13.501 -21.727i eV
2s Deser with a_c: -13.581 -21.454i eV
2s Deser-Trueman with a_c: -13.474 -21.679i eV
2s width, Deser-Trueman: 43.357 eV
2s relative errors in the order of the four formulas: 4.08e-02, 1.41e-03, 9.94e-03, 8.69e-04
1s shift, Schroedinger integration: -106.936 -175.332i eV
relative Klein-Gordon change of 1s shift: 5.988 +0.716i x 1e-4
estimate of this change: 5.571 x 1e-4
1s first-order perturbation theory in U: -118.031 -94.425i eV
its relative error: 0.398
second potential, range: 1.50 fm
second potential, depth for the same a: 15.116 +14.306i MeV
second potential, 1s shift by Klein-Gordon: -106.216 -172.172i eV
relative change of volume integral, modulus: 0.1303
relative change of 1s shift: -0.01555 -0.00509i 
change predicted from L: -0.01543 -0.00431i 
no test failed
```
